# Low-density divergence of the ALDA exchange kernel and a safe cutoff

## Problem

A closed-shell system has real, orthonormal Kohn–Sham orbitals $\varphi_p$ with energies $\varepsilon_p$. Occupied orbitals are labelled $i,j$, virtual ones $a,b$, and the density is $n=2\sum_i\varphi_i^2$. Its excitations are treated with the exchange-only adiabatic local density approximation (ALDA), whose kernel enters through

$$K_{ia,jb}=\int \varphi_i\varphi_a\, f_x(n)\,\varphi_j\varphi_b\; d^3r .$$

Atomic units are used in the algebra, eV and Å for numbers.

(a) Find $f_x(n)$ and its behaviour as $n\to0$.

(b) Find the condition on the orbital decay constants under which an integral of $f_x$ with four orbitals converges at large distance. Does it hold for transitions to bound orbitals? To continuum orbitals?

(c) Bound $K_{ia,jb}$ without using asymptotic forms.

(d) A program sets $f_x=0$ wherever $n<n_c$. How small must $n_c$ be for every Tamm–Dancoff excitation energy to change by no more than $\delta$?

(e) Try the answers on a model well and on LiH.

## Solution

### (a) The kernel

The local exchange energy per volume is

$$e_x(n)=-\tfrac34\left(\tfrac3\pi\right)^{1/3}n^{4/3}.$$

The first derivative is the exchange potential and the second is the adiabatic kernel:

$$e_x'=-\left(\tfrac3\pi\right)^{1/3}n^{1/3},\qquad
f_x=e_x''=-\tfrac13\left(\tfrac3\pi\right)^{1/3}n^{-2/3}.$$

Taking the factor $\tfrac13=(1/27)^{1/3}$ under the root gives

$$f_x(n)=-C\,n^{-2/3},\qquad C=\left(\frac{1}{9\pi}\right)^{1/3}=0.3282 .$$

The kernel is negative and grows without limit as $n\to0$. In practical units $C=4.727$ eV Å, so that $|f_x|$ is about $1.0\times10^{4}$ eV Å$^3$ at $n=10^{-5}$ Å$^{-3}$ and a hundred times larger at $10^{-8}$ Å$^{-3}$.

Part (d) also needs the spin structure. For separate spin densities, exchange obeys

$$e_x(n_\uparrow,n_\downarrow)=\tfrac12e_x(2n_\uparrow)+\tfrac12e_x(2n_\downarrow).$$

Two derivatives with respect to $n_\uparrow$ bring down a factor $2^2$. At $n_\uparrow=n_\downarrow=n/2$ this gives

$$f^{\uparrow\uparrow}=\tfrac12\cdot4\,e_x''(n)=2f_x(n),\qquad f^{\uparrow\downarrow}=0 .$$

A singlet excitation combines the two spin channels with equal signs and a triplet with opposite signs. Their kernels are therefore $f^{\uparrow\uparrow}\pm f^{\uparrow\downarrow}$, which is $2f_x$ in both cases. The Hartree term is the same for equal and unequal spins, so it doubles in the singlet and cancels in the triplet. The Tamm–Dancoff matrices are

$$A^{S}_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)+2K_{ia,jb},$$

$$A^{T}_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2K_{ia,jb},$$

where $(ia|jb)$ is the Coulomb integral between the products $\varphi_i\varphi_a$ and $\varphi_j\varphi_b$.

### (b) The decay condition

Let the Kohn–Sham potential be short-ranged. For an s orbital write $\varphi=u(r)/(\sqrt{4\pi}\,r)$. Outside the potential the radial equation is $-\tfrac12u''=\varepsilon u$, and for $\varepsilon<0$ its decaying solution is

$$u\propto e^{-\kappa r},\qquad \kappa=\sqrt{-2\varepsilon}.$$

Angular momentum adds $l(l+1)/r^2$ to $\kappa^2$ in the equation for $u''$. This vanishes at large $r$ and leaves the exponential rate unchanged.

Let $H$ be the highest occupied orbital. Every other occupied orbital has $\varepsilon_i\le\varepsilon_H$, hence $\kappa_i\ge\kappa_H$. Away from nodal surfaces of $\varphi_H$ the density tail is then

$$n\propto\frac{e^{-2\kappa_Hr}}{r^2}
\quad\Longrightarrow\quad
|f_x|\propto r^{4/3}\,e^{+\frac43\kappa_Hr}.$$

Now take any four orbitals with decay constants $\kappa_1,\dots,\kappa_4$. Their product contributes $r^{-4}e^{-(\kappa_1+\kappa_2+\kappa_3+\kappa_4)r}$ and the volume element contributes $r^2$. The powers add to $2-4+\tfrac43=-\tfrac23$, so the magnitude of the radial integrand behaves as

$$g(r)\propto r^{-2/3}e^{-\beta r},\qquad
\boxed{\;\beta=\kappa_1+\kappa_2+\kappa_3+\kappa_4-\tfrac43\kappa_H>0\;}$$

The boxed inequality is the decay condition when $\varphi_H$ has no nodal surface extending to infinity. If $\varphi_H$ has a nodal plane, the density there is set by a lower occupied orbital with $\kappa_s>\kappa_H$, in a band whose angular width shrinks as $e^{-(\kappa_s-\kappa_H)r}$. For orbitals that do not vanish on the plane this band dominates, and the rate drops to $\kappa_1+\dots+\kappa_4-\kappa_H-\tfrac13\kappa_s$. Then $\beta>0$ is not sufficient for general four-orbital integrals; response elements remain finite by part (c). For $\beta<0$ the integrand grows. For $\beta=0$ the integral of $r^{-2/3}$ increases as $r^{1/3}$ and also diverges.

In a response element two of the four orbitals are occupied, and each of these decays at least as fast as $\varphi_H$:

$$\beta=\kappa_i+\kappa_j+\kappa_a+\kappa_b-\tfrac43\kappa_H\;\ge\;\tfrac23\kappa_H+\kappa_a+\kappa_b>0 .$$

Bound transitions therefore satisfy the condition. So do transitions to the continuum: a continuum orbital has no exponential decay, which corresponds to $\kappa_a=0$, and the rate $\tfrac23\kappa_H$ remains. What makes the element finite is thus the presence of two occupied orbitals, whether or not the final orbital is bound. In the tail their product falls at least as fast as $n$, while the kernel grows as $n^{-2/3}$, and a factor $n^{1/3}$ is left over.

Without the occupied factors this protection is lost. For four equal virtual orbitals $\beta=4\kappa_a-\tfrac43\kappa_H$, and the integral diverges when $\kappa_a\le\kappa_H/3$. Such integrals do not occur in the matrices of part (a).

Higher-order response is less well protected. The next derivative of the energy density is $f_x'=\tfrac23C\,n^{-5/3}$, and it is integrated with three occupied–virtual products. With $H$ as each occupied orbital and the same $a$ as each virtual one, the exponential rate is

$$3\kappa_H+3\kappa_a-\tfrac{10}{3}\kappa_H=3\kappa_a-\tfrac13\kappa_H ,$$

which is negative for $\kappa_a<\kappa_H/9$. The finiteness shown here is therefore a property of linear response.

### (c) A bound without asymptotics

The tail argument does not cover directions in which $\varphi_H$ vanishes, and it does not describe a Gaussian basis, whose functions have no exponential tails. Both cases are covered by an inequality that follows from the definition of the density. Since $n=2\sum_k\varphi_k^2$ is a sum of non-negative terms,

$$\varphi_i^2\le\frac n2\quad\text{for every occupied } i,\qquad\text{so}\qquad |\varphi_i\varphi_j|\le\frac n2 .$$

Inserting this in the matrix element gives

$$|K_{ia,jb}|\le\int C\,n^{-2/3}\,\frac n2\,|\varphi_a\varphi_b|\,d^3r
=\frac C2\int n^{1/3}|\varphi_a\varphi_b|\,d^3r .$$

Where $n=0$ all occupied orbitals vanish, and the integrand is assigned its limit, zero.

For normalized virtual orbitals the Cauchy–Schwarz inequality gives $\int|\varphi_a\varphi_b|\,d^3r\le1$. If the density has a finite maximum $n_{\max}$, then $|K_{ia,jb}|\le\tfrac C2n_{\max}^{1/3}$. For continuum orbitals, which are bounded but not normalizable, the integral is still finite because $n^{1/3}$ decays exponentially.

The argument requires that the density inside $f_x$ be built from the same occupied orbitals that appear in the matrix element. If a fitted or otherwise altered density is used, $\varphi_i^2\le n/2$ may fail in the tail, and the bound is then no longer guaranteed.

### (d) The safe cutoff

A bound on single elements does not yet control the eigenvalues, since many small errors could add up. Consider therefore a whole excitation with real amplitudes $X_{ia}$, normalized to $\sum_{ia}X_{ia}^2=1$. Define

$$u_i(\mathbf r)=\sum_aX_{ia}\varphi_a(\mathbf r),\qquad
\rho_X=\sum_{ia}X_{ia}\varphi_i\varphi_a=\sum_i\varphi_iu_i .$$

Orthonormality of the virtual orbitals gives

$$\int\sum_iu_i^2\,d^3r=\sum_i\sum_{ab}X_{ia}X_{ib}\,\delta_{ab}=1 .$$

At each point the Cauchy–Schwarz inequality for the sum over $i$ gives

$$\rho_X^2\le\Big(\sum_i\varphi_i^2\Big)\Big(\sum_iu_i^2\Big)=\frac n2\sum_iu_i^2 .$$

Setting $f_x$ to zero where $n<n_c$ removes a negative contribution, which is the same as adding a positive matrix $D$ to $A^S$ or $A^T$. Its expectation value is

$$X^TDX=2\int_{n<n_c}C\,n^{-2/3}\rho_X^2\,d^3r .$$

This is not negative, and the pointwise inequality limits it from above:

$$X^TDX\le C\int_{n<n_c}n^{1/3}\sum_iu_i^2\,d^3r\le C\,n_c^{1/3}.$$

The last step uses $n<n_c$ in the region of integration and the normalization of $\sum_iu_i^2$.

By the min–max principle, the $k$-th eigenvalue of a symmetric matrix $A$ is the minimum, over all $k$-dimensional subspaces, of the largest value of $X^TAX$ for unit vectors in the subspace. Adding a number between $0$ and $Cn_c^{1/3}$ to each of these values moves the maximum, and then the minimum, up by an amount in the same range. Hence every ordered excitation energy obeys

$$0\le\omega_k^{\rm cut}-\omega_k\le C\,n_c^{1/3}.$$

The right-hand side equals $\delta$ when $n_c=(\delta/C)^3$. Since $C^{-3}=9\pi$,

$$\boxed{\;n_c=9\pi\,\delta^3\;}$$

with $\delta$ in hartree and $n_c$ in bohr$^{-3}$. In the other units this is $n_c=(\delta/4.727\ \text{eV Å})^3$. For $\delta=1$ meV it gives $n_c=9.47\times10^{-12}$ Å$^{-3}$, or $1.40\times10^{-12}$ bohr$^{-3}$. The cube makes the requirement steep: a tolerance ten times tighter needs a cutoff a thousand times lower.

The cutoff is sufficient for any system and orbital basis within the stated assumptions: exchange-only ALDA, the Tamm–Dancoff approximation, and ground-state orbitals that are not changed by the cutoff. A correlation kernel would need its own estimate. On a numerical grid with positive weights the argument carries over, up to the quadrature error in the normalization of $\sum_iu_i^2$.

**Freezing instead of dropping.** One may instead keep the kernel at the constant value $f_x(n_c)$ wherever $n<n_c$. The part removed then has magnitude $C(n^{-2/3}-n_c^{-2/3})$. In the estimate above $n^{1/3}$ is replaced by

$$n\left(n^{-2/3}-n_c^{-2/3}\right)=n_c^{1/3}\left(x^{1/3}-x\right),\qquad x=\frac n{n_c}\in[0,1].$$

The bracket vanishes at both ends of the interval. Its derivative is zero when $\tfrac13x^{-2/3}=1$, that is, at $x=3^{-3/2}$, where

$$x^{1/3}-x=3^{-1/2}-3^{-3/2}=\frac{2}{3\sqrt3}=0.385 .$$

The bound is reduced by this factor. For the same guaranteed tolerance $n_c$ may be larger by $(3\sqrt3/2)^3=17.5$.

**How conservative is the bound?** It allows the whole excitation to sit in the discarded region at density $n_c$. In a real tail the virtual orbital has decayed as well. For the diagonal element of $H\to a$, the part beyond a radius $r_c$ follows from the logarithmic slope of $g$,

$$-\frac{d\ln g}{dr}\bigg|_{r_c}=\beta+\frac{2}{3r_c}
\quad\Longrightarrow\quad
\int_{r_c}^\infty g\,dr\approx\frac{g(r_c)}{\beta+2/(3r_c)},$$

where $g$ has been replaced by an exponential with that slope. Here $\beta=\tfrac23\kappa_H+2\kappa_a$. Because $n_c$ falls as $e^{-2\kappa_Hr_c}$, the error scales, apart from powers of $r_c$, as

$$n_c^{\beta/(2\kappa_H)}=n_c^{\,1/3+\kappa_a/\kappa_H}.$$

The universal exponent $\tfrac13$ is approached for a very weakly bound final orbital, $\kappa_a\ll\kappa_H$.

### (e) Two examples

**A Gaussian well.** Two noninteracting electrons occupy the 1s state of a well of depth 14 eV and range 2.6 Å, $v=-v_0e^{-(r/\text{range})^2}$. The 1s level lies at $-6.68$ eV and the empty 2s level at $-0.55$ eV. The decay constants are $\kappa_H=1.3242$ Å$^{-1}$ and $\kappa_a=0.3799$ Å$^{-1}$. These values come from a finite-difference grid of step 0.05 bohr, and their last digit carries its error. The predicted rates are

- 1s–2s transition: $\tfrac23(1.3242)+2(0.3799)=1.643$ Å$^{-1}$;
- 1s–continuum transition: $\tfrac23(1.3242)=0.883$ Å$^{-1}$;
- four 2s orbitals: $4(0.3799)-\tfrac43(1.3242)=-0.246$ Å$^{-1}$.

Rates fitted to the numerical orbitals between 9.5 and 12.5 Å agree with these to the digits shown. For the continuum state the fit uses the envelope of its oscillation.

The consequence is visible in the integrals themselves. The magnitude of the 1s–2s element has settled at 0.264 eV when the integration reaches 10 Å. The all-virtual integral is about 14 eV at 10 Å, 22 eV at 12 Å and 35 eV at 14 Å. It has no limit, because $\kappa_a/\kappa_H=0.287$ is below $\tfrac13$.

At the grid point nearest 10 Å (10.001 Å) the density is $1.59\times10^{-12}$ Å$^{-3}$. The part of the 1s–2s element beyond this radius is $5.76\times10^{-7}$ eV by quadrature and $5.74\times10^{-7}$ eV by the tail estimate. Twice this amount, the contribution to the diagonal of the Tamm–Dancoff matrix, is $1.2\times10^{-6}$ eV. The universal bound at the same density is

$$4.727\times(1.59\times10^{-12})^{1/3}\ \text{eV}=5.5\times10^{-4}\ \text{eV},$$

several hundred times larger, as expected when the final orbital has also decayed.

**LiH.** The molecule is treated at a bond length of 1.6 Å with exchange-only LDA in the 6-311++G** basis. The two occupied and 27 virtual orbitals give 54 transitions. In this model, which leaves out correlation and is limited by its basis, the lowest singlet lies at 2.71 eV and the lowest triplet at 1.81 eV. In the larger aug-cc-pVTZ basis the singlet drops to 2.70 eV and the triplet is unchanged to these digits. For the transition from the highest occupied to the lowest virtual orbital, $|K|=0.25$ eV, below its bound of 0.333 eV from part (c).

The table gives the upward shifts, in meV, when the kernel is changed below $n_c$. "Largest" is the largest shift among all singlets and triplets with the kernel dropped, and "bound" is $Cn_c^{1/3}$.

| $n_c$ (Å$^{-3}$) | Lowest singlet, dropped | Lowest singlet, frozen | Largest | Bound |
|---|---:|---:|---:|---:|
| $10^{-2}$ | 257 | 199 | 374 | 1018 |
| $10^{-3}$ | 154 | 79 | 154 | 473 |
| $10^{-4}$ | 37 | 20 | 61 | 219 |
| $10^{-5}$ | 9.8 | 4.9 | 27 | 102 |
| $10^{-6}$ | 1.8 | 0.8 | 15 | 47 |

As an example of the last column, $4.727\times(10^{-5})^{1/3}=4.727\times0.02154=0.102$ eV. A cutoff of $10^{-2}$ Å$^{-3}$ raises the lowest singlet by 0.257 eV, nearly a tenth of its energy. Low-density regions thus matter here even though the matrix elements are finite. The entries depend on the basis. In aug-cc-pVTZ the lowest-singlet shifts with the kernel dropped are 257, 154, 40, 10 and 1.1 meV, and the largest shifts are about 430, 197, 68, 28 and 12 meV, all inside the bound.

At $10^{-6}$ Å$^{-3}$ the lowest singlet has moved by 1.8 meV, but some other state has moved by 15 meV. A cutoff judged by the lowest singlet alone would not be safe for the rest of the spectrum.

Applying $n_c=9\pi\delta^3$ gives:

| Tolerance $\delta$ (meV) | $n_c$ (Å$^{-3}$) | Largest shift found (meV) |
|---:|---:|---:|
| 100 | $9.5\times10^{-6}$ | 27 |
| 10 | $9.5\times10^{-9}$ | 0.59 |
| 1 | $9.5\times10^{-12}$ | 0.0007 |

Every shift lies within its tolerance. The shifts with the kernel dropped, here and in the first table, depend on the integration grid, because the sharp cutoff falls between widely spaced radial shells. On a much finer tail grid the lowest-singlet shifts of the first table move by about one per cent or less. The largest shift of 27 meV becomes 28–29 meV, 0.59 meV becomes 0.68 meV and 0.0007 meV becomes 0.0006 meV. As a fraction of the tolerance, the largest shift falls from about a quarter to 0.06–0.07 and then below 0.001 as the cutoff is lowered. These fractions belong to this basis. Only three of its 27 virtual orbitals are bound, and how far the others reach into the low-density region is set by the most diffuse Gaussian functions. Adding two diffuse sp shells on Li (exponents 0.0025 and 0.0008 bohr$^{-2}$) raises the last two fractions to roughly 0.2–0.3 and 0.05–0.07, depending on the grid, still inside the bound. In this basis a higher cutoff would serve for the tighter tolerances, but finding it requires a convergence study such as the first table, whereas the formula can be used before any excitation has been computed. The numerical check tests the bounds for all 54 singlets and all 54 triplets at each cutoff, with the kernel dropped and with it frozen.

## Calculated quantities

```
kernel prefactor C = 0.32825 (atomic units)
kernel prefactor = 4.7267 eV angstrom
fitted power of n in kernel = -0.66667
n = 1e-02 1/A^3: |f_x| = 101.8 eV A^3
n = 1e-05 1/A^3: |f_x| = 1.018e+04 eV A^3
n = 1e-08 1/A^3: |f_x| = 1.018e+06 eV A^3
well: depth 14.0 eV, range 2.6 A
well 1s, 2s energies = -6.6810, -0.5499 eV
kappa_H, kappa_a = 1.3242, 0.3799 1/A
kappa_a/kappa_H = 0.2869
rate 1s-2s transition: predicted 1.6426, fitted 1.6426 1/A
rate 1s-continuum: predicted 0.8828, fitted 0.8828 1/A
rate all-virtual 2s: predicted -0.2460, fitted -0.2459 1/A
all-virtual |element| up to 10 A = 13.84 eV
all-virtual |element| up to 12 A = 22.33 eV
all-virtual |element| up to 14 A = 34.77 eV
1s-2s |element| up to 10 A = 0.2640812 eV
1s-2s |element| up to 12 A = 0.2640818 eV
1s-2s |element| up to 14 A = 0.2640818 eV
density at 10.001 A = 1.587e-12 1/A^3
1s-2s tail beyond it: quadrature 5.7573e-07, estimate 5.7443e-07 eV
LiH bond = 1.6 A, basis functions = 29, transitions = 54
LiH HOMO energy = -3.4948 eV
lowest singlet: matrix 2.7069, PySCF 2.7069 eV
lowest triplet: matrix 1.8138, PySCF 1.8138 eV
HOMO-LUMO |K| = 0.2475 eV, its bound = 0.3331 eV
frozen/dropped bound ratio = 0.3849, cutoff gain = 17.54
LiH, meV: lowest singlet dropped | frozen | max of all dropped | bound
n_c 1e-02 1/A^3: 257.4937 | 199.4465 | 374.0519 | 1018.33
n_c 1e-03 1/A^3: 153.8568 | 78.9388 | 153.8568 | 472.67
n_c 1e-04 1/A^3: 37.3228 | 20.0890 | 60.7450 | 219.39
n_c 1e-05 1/A^3: 9.8385 | 4.8734 | 26.5631 | 101.83
n_c 1e-06 1/A^3: 1.7657 | 0.7551 | 15.0347 | 47.27
safe cutoffs from the tolerance
tolerance 100 meV: n_c = 9.470e-06 1/A^3, largest shift 2.65e+01 meV
tolerance 10 meV: n_c = 9.470e-09 1/A^3, largest shift 5.88e-01 meV
tolerance 1 meV: n_c = 9.470e-12 1/A^3, largest shift 7.33e-04 meV
the last cutoff in atomic units = 1.403e-12 1/bohr^3
```
